Dephasing and the Full-Window Current through One Trap Level, part 1

(Sections cited here and not found follow in the second part.)

## First half: a level shaken by noise

Take a trap placed so that it exchanges electrons equally well with a left and a right electrode. In atomic units ħ = e = 1, so an energy width is also a rate. Let the trap have energy ε₀ and total width Γ, half of it from each electrode. One spin state is counted, and electrons on the trap do not interact. Without any disturbance, the probability that an electron of energy E passes through is

T(E) = (Γ/2)² / [(E − ε₀)² + (Γ/2)²].

Let the left electrode be filled and the right one empty at all energies where T matters. The current, in electrons per unit time from left to right, is the integral of T over dE/2π. Since ∫dx/(x² + c²) = π/c over the whole line, with c = Γ/2,

I = (1/2π)(Γ/2)² π/(Γ/2) = Γ/4.

Now forget waves and count hops. An empty trap fills from the left at rate Γ/2, and a full trap empties to the right at rate Γ/2. It is therefore full half of the time, and the current is (Γ/2)(1/2) = Γ/4. The two pictures agree.

Suppose next that something disturbs the phase of the electron on the trap and widens the line from Γ to W. If the peak falls from 1 to Γ/W, the area stays the same and so does the current. But if W is put into the denominator alone, the result is

(1/2π)(Γ/2)² π/(W/2) = Γ²/(4W),

which is smaller than Γ/4 by the factor Γ/W. A Lorentzian widening is thus not enough to fix the current: its height needs a derivation. The electrons missing from the second expression have lost their phase, and it must be shown that they still arrive.

### The statement

Let the widths to the left and right electrodes be Γ_L and Γ_R, independent of energy, with Γ = Γ_L + Γ_R. Let dephasing add a width Γφ, so that W = Γ + Γφ. The electrodes have occupations f_L(E) and f_R(E). The claim is

I = (Γ_LΓ_R/Γ) ∫ (dE/2π) (f_L − f_R) S(E),

S(E) = W / [(E − ε₀)² + W²/4].

The area of S is ∫ S dE/2π = (W/2π) π/(W/2) = 1. When f_L − f_R = 1 over the whole line, I = Γ_LΓ_R/Γ, and Γφ has disappeared. A Lorentzian has tails of unlimited extent, so for a finite window this is a limit, whose error is found below.

### Eliminating the electrodes

The first derivation represents the disturbance by a classical random shift ξ(t) of the trap energy, ε(t) = ε₀ + ξ(t). With d removing an electron from the trap and c_k removing one from electrode state k, the Hamiltonian is

H = ε(t) d†d + Σ_k ε_k c_k†c_k + Σ_k (V_k c_k†d + V_k* d†c_k).

The sum runs over both electrodes. The equations of motion i dX/dt = [X, H] are

i dd/dt = ε(t) d + Σ_k V_k* c_k,

i dc_k/dt = ε_k c_k + V_k d.

The second is solved from a start time t₀:

c_k(t) = e^(−iε_k(t−t₀)) c_k(t₀) − iV_k ∫ ds e^(−iε_k(t−s)) d(s),

with s from t₀ to t. Inserting this into the first equation produces, for each electrode α, the memory function

K_α(τ) = Σ_(k in α) |V_k|² e^(−iε_kτ).

The width is defined by Γ_α = 2π Σ_(k in α) |V_k|² δ(E − ε_k). If it is constant over a band from −D to D, then K_α(τ) = Γ_α sin(Dτ)/(πτ). This is an even function of area Γ_α, and its peak becomes narrow as D grows. The integral over the past covers half of the peak, so it gives Γ_α d(t)/2. For this step the band must be wide enough that neither the trap amplitude nor the noise changes during a time 1/D. White noise is to be read as noise of short correlation time, made short after D has been made large. The trap equation becomes

i dd/dt = [ε(t) − iΓ/2] d + η_L + η_R,

η_α(t) = Σ_(k in α) V_k* e^(−iε_k(t−t₀)) c_k(t₀).

The term −iΓ/2 describes escape, and η_α describes arrival from electrode α.

### Occupation and current for one noise history

Let t₀ lie far in the past, so that the initial trap state has decayed. The equation is linear, and each incoming state contributes separately:

d(t) = Σ_k V_k* A(ε_k, t) e^(−iε_k(t−t₀)) c_k(t₀).

Putting this form into the trap equation gives the equation for A:

i dA/dt = [ε(t) − E − iΓ/2] A + 1.

The −E comes from the phase factor taken out of A. The incoming states are uncorrelated and have occupations f_α, so the trap occupation n = ⟨d†d⟩ is

n = Σ_α Γ_α ∫ (dE/2π) f_α |A(E,t)|².

The current leaving the left electrode is I_L = −dN_L/dt. From the equation for c_k,

d⟨c_k†c_k⟩/dt = 2 Re(−iV_k⟨c_k†d⟩) = 2 Im(V_k⟨c_k†d⟩),

and therefore I_L = −2 Im Σ_(k in L) V_k⟨c_k†d⟩. The elimination above showed that Σ_(k in L) V_k* c_k = η_L − iΓ_L d/2. Its adjoint is η_L† + iΓ_L d†/2, so

I_L = −2 Im⟨η_L†d⟩ − Γ_L n.

In ⟨η_L†d⟩ the phase factors cancel, leaving Γ_L ∫ (dE/2π) f_L A. Hence

I_L = Γ_L { ∫ (dE/2π) f_L (−2 Im A) − n }.

The first term does not depend on the trap occupation. The second contains both the return to empty electrode states and the blocking of arrivals by a full trap. For an f_L that is the same at all energies, the first integral is f_L (shown below for f_L = 1), and Γ_L(f_L − n) = Γ_L f_L(1 − n) − Γ_L(1 − f_L)n displays the two processes.

### The balance that fixes the height

Multiply the equation for A by −iA* and take twice the real part. The real energy ε(t) − E drops out, and Re(−iA*) = −Im A, so

d|A|²/dt = −2 Im A − Γ|A|².

This holds for each history. Average over a stationary noise, denoted by a bar. The left side vanishes, and

Γ avg|A|² = −2 Im avg A ≡ S(E).

The escape rate on the left is Γ and not W. Noise turns the phase of A, which lowers its average, but it does not remove electrons. This is the point at which the naive widening fails.

The averaged occupation is n = Σ_α (Γ_α/Γ) ∫ (dE/2π) f_α S. Inserting it in the averaged current gives

I = Γ_L ∫ (dE/2π) [ f_L − (Γ_L f_L + Γ_R f_R)/Γ ] S.

Because 1 − Γ_L/Γ = Γ_R/Γ, the bracket equals (Γ_R/Γ)(f_L − f_R), which is the claimed formula. So far the noise has needed to be stationary and classical, but not white.

### The Lorentzian

The solution for A, with τ the time since arrival, is

A(E,t) = −i ∫₀^∞ dτ exp[ i(E − ε₀)τ − Γτ/2 − i∫ξ ],

where ∫ξ covers the last interval τ. Let the noise be Gaussian and white, with average product Γφ δ(t − t′). Then ∫ξ has variance Γφτ, and the average of exp(−i∫ξ) is exp(−Γφτ/2). Therefore

avg A = −i / [W/2 − i(E − ε₀)] = 1 / [E − ε₀ + iW/2].

Taking −2 times the imaginary part yields S = W/[(E − ε₀)² + W²/4].

The same average factor arises for a set of traps with fixed energies, when ξ follows a Lorentzian distribution of full width Γφ. The mean current of that set equals the current of one shaken trap with the same Γφ. With energy-independent widths Γ_L and Γ_R, a mean current therefore does not separate these two causes of the width.

Both relations of the balance step were tested on random noise histories with Γ = Γφ = 1. At E − ε₀ = 0 and 0.8, the average of |A|² was 0.995 of the formula at both points; the permitted difference was 5 percent.

### Why the full window forgets the noise

For the full window, put f_L = 1 and f_R = 0. As a function of E, A is the Fourier transform of an amplitude whose squared size is exp(−Γτ), whatever the phase does. Parseval's theorem gives

∫ (dE/2π) |A|² = ∫₀^∞ dτ exp(−Γτ) = 1/Γ.

Thus n = Γ_L/Γ for each noise history, without averaging. The right electrode sends nothing in, so the current into it is Γ_R n = Γ_LΓ_R/Γ. The noise can be slow, fast, strong or not Gaussian, within the wide-band model.

The rate equation appears in the same way. Integrating A over all energies picks the instant of arrival, τ = 0, with the half weight met before: ∫ A dE/2π = −i/2. Then −2 Im gives 1, so I_L = Γ_L(1 − n). With the loss Γ_R n,

dn/dt = Γ_L(1 − n) − Γ_R n.

This is sequential tunnelling. Its steady state is n = Γ_L/Γ, and its current is Γ_LΓ_R/Γ. Coherence on the trap affects at which energies electrons enter, but a full window accepts all of them.

### A finite window

At zero temperature let the left Fermi level lie a above the trap and the right one b below it. The integral of S/2π is arctan(2(E − ε₀)/W)/π, so the kept fraction of Γ_LΓ_R/Γ is

k = [arctan(2a/W) + arctan(2b/W)]/π.

For large x, arctan x ≈ π/2 − 1/x. To leading order,

k ≈ 1 − (W/2π)(1/a + 1/b).

The error falls only as the inverse distance to the window edge. At the other extreme, for a window centred on the trap and much narrower than W, arctan x ≈ x gives k ≈ 2(a + b)/(πW), so the current falls as 1/W when dephasing widens the line. If the trap lies above both Fermi levels, a is negative. With |a| and b much larger than W, k ≈ (W/2π)(1/|a| − 1/b), which grows with W. The independence of dephasing thus belongs to the full window.

Temperature T, in energy units, smears each edge with variance π²T²/3. Half this variance times the second derivative of the missing tail W/(2πa) adds πT²W/(6a³) to the loss at the upper edge, and the same with b at the lower edge, for T much smaller than a and b.

These formulas were tested against a trap joined to two explicit electrodes, each with 120 levels between −18Γ and 18Γ. In units of Γ, Γ_L = 0.3 and Γ_R = 0.7, so the expected full-window current is 0.3 × 0.7 = 0.2100. Time evolution gave 0.2100 without dephasing and 0.2062 with Γφ = 1. A leading-order estimate explains the small deficit: a trap line of width Γφ has about Γφ/(πD) = 1/(18π) = 1.8 percent of its weight outside the band, and both hopping rates fall by this share, giving 0.2063. For a window of ±0.9 the formula gives 0.2100 × (2/π) arctan 0.9 = 0.0980, and the evolution gave 0.0988. The finite band accounts for more than half of this excess: the steady state for a continuous band of the same width is 0.0985, and it approaches 0.0980 as the band widens. The permitted differences were 2 percent without dephasing and 5 percent with it.

## Second half: a probe that erases phase

The symbols carried over are these. A trap at ε₀ has widths Γ_L and Γ_R to the electrodes, Γ = Γ_L + Γ_R, a dephasing width Γφ, and W = Γ + Γφ. The electrode occupations are f_L and f_R, and atomic units are used. The first half found I = (Γ_LΓ_R/Γ) ∫ (dE/2π)(f_L − f_R)S, where S = W/[(E − ε₀)² + W²/4] has unit area in dE/2π. A full window gives Γ_LΓ_R/Γ, and a window reaching a above and b below the trap loses about (W/2π)(1/a + 1/b) of it.

The second derivation has no noise. The trap energy is fixed, and dephasing is done by a third, fictitious electrode φ of width Γφ. It absorbs electrons from the trap and returns each one at the same energy with no memory of its phase.

### Waves in and out

Let a_α be the wave arriving from electrode α and b_α the wave leaving into it, normalized so that their squares are particle fluxes. With three electrodes the trap amplitude obeys

i dd/dt = (ε₀ − iW/2) d + Σ_α √Γ_α a_α.

This is the earlier trap equation with η_α = √Γ_α a_α. The outgoing wave follows from solving the electrode equation in two directions. From the past, the electrode field at the trap is √Γ_α a_α − iΓ_α d/2. From the future, the sign of the memory term is reversed, and the same field is √Γ_α b_α + iΓ_α d/2. Equating them and dividing by √Γ_α gives

b_α = a_α − i√Γ_α d.

At a fixed energy E the time derivative becomes a factor E, so

d = G Σ_β √Γ_β a_β, G = 1/[E − ε₀ + iW/2].

The amplitude from β to a different electrode α is −i√(Γ_αΓ_β) G, and its probability is

T_αβ = Γ_αΓ_β |G|², |G|² = 1/[(E − ε₀)² + W²/4].

The chance of return to α is

|1 − iΓ_αG|² = 1 + 2Γ_α Im G + Γ_α²|G|².

Since Im G = −(W/2)|G|², this equals 1 − Γ_α(W − Γ_α)|G|². The subtracted part is the sum of T_αβ over the other two electrodes, so no electron is lost. The net flux leaving α at energy E, per dE/2π, is what arrives minus what goes back into it:

j_α = Σ_β T_αβ (f_α − f_β).

The noise model has shown that, for constant widths, the full-window current does not depend on dephasing, and the probe model now has its transmission probabilities and net fluxes. It remains to fix the probe's occupation by requiring that it pass no net current, to compare the two derivations, and to apply the result to a trap in a thin hafnia capacitor.

Numerical values quoted here were computed with a short program.
